**Orbital moment of the massive Dirac model: numerical tests**

For an electron of charge $-e$ with $H=\hbar v(\tau k_x\sigma_x+k_y\sigma_y)+\Delta\sigma_z$ and valley index $\tau=\pm1$, both bands have the moment $m=-\tau e\hbar v^2\Delta/(2\varepsilon^2)$, where $\varepsilon=\sqrt{\Delta^2+\hbar^2v^2k^2}$. At the band edge this equals $-\tau e\hbar/(2m^*)$, with $m^*=\Delta/v^2$. The program asserts the formula at four wavevectors in each valley and band, using finite-difference eigenvectors and, separately, an explicit Gaussian wave packet. It also asserts the Berry curvature from plaquette phases, the reversal of the moment between valleys, and the edge value against masses taken from the numerical band curvature. Landau levels diagonalized at 0.1 T give the same edge moments to within one part in a thousand. A further test adds a scalar term $ck^2$, which makes the masses unequal but leaves the moment unchanged. For $\Delta=0.5$ eV and $\hbar v=0.5$ eV nm the output shows an edge moment of magnitude 6.56 Bohr magnetons and, at 10 T, a conduction-band valley splitting of 7.54 meV.

## Numerical check

```python
"""Orbital moment of the massive Dirac model, electron charge -e.

H = a*(tau*kx*sx + ky*sy) + Delta*sz + c*k^2*identity, with a = hbar*v,
valley tau = +1 or -1, and c = 0 in the particle-hole symmetric model.
Result under test: with eps = sqrt(Delta^2 + a^2 k^2), both bands have
    m = -tau * e * a^2 * Delta / (2 * hbar * eps^2),
which for c = 0 is -tau * e*hbar/(2*mstar) at k = 0, mstar = hbar^2*Delta/a^2.
Energies are in eV, lengths in nm, moments in Bohr magnetons (muB).
Band index 0 is the valence band, 1 the conduction band.
"""
import numpy as np
from scipy import constants as const

SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)
ID = np.eye(2)

DELTA = 0.5      # half gap, eV
A = 0.5          # hbar*v, eV nm
C_SCALAR = 0.1   # scalar term that breaks particle-hole symmetry, eV nm^2
B_FIELD = 10.0   # tesla
HB2_2ME = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
MUB = const.physical_constants["Bohr magneton"][0]           # J/T
MUB_EV = MUB / const.e                                       # eV/T
NAMES = {0: "valence", 1: "conduction"}


def hamiltonian(kx, ky, tau, c=0.0):
    kx = np.asarray(kx, dtype=float)[..., None, None]
    ky = np.asarray(ky, dtype=float)[..., None, None]
    return (A * (tau * kx * SX + ky * SY) + DELTA * SZ
            + c * (kx**2 + ky**2) * ID)


def moment_from_derivatives(kx, ky, tau, band, c=0.0, h=1e-4):
    """(e/hbar) Im <dx u|(H-E)|dy u> from numerical eigenvectors."""
    h0 = hamiltonian(kx, ky, tau, c)
    energies, vectors = np.linalg.eigh(h0)
    u0 = vectors[:, band]

    def aligned(qx, qy):
        u = np.linalg.eigh(hamiltonian(qx, qy, tau, c))[1][:, band]
        overlap = np.vdot(u0, u)
        return u * np.conj(overlap) / abs(overlap)

    dux = (aligned(kx + h, ky) - aligned(kx - h, ky)) / (2 * h)
    duy = (aligned(kx, ky + h) - aligned(kx, ky - h)) / (2 * h)
    value = np.vdot(dux, (h0 - energies[band] * ID) @ duy).imag
    return value / HB2_2ME


def moment_from_packet(kx, ky, tau, band, width=0.01, n=64):
    """-(e/2) <(r-rc) x v> of a narrow Gaussian packet, r = i d/dk."""
    q = (np.arange(n) - n // 2) * (16 * width / n)
    qx, qy = np.meshgrid(q, q, indexing="ij")
    vectors = np.linalg.eigh(hamiltonian(kx + qx, ky + qy, tau))[1]
    u = vectors[..., band]
    large = u[..., 0] if band == 1 else u[..., 1]
    u = u * (np.conj(large) / abs(large))[..., None]
    psi = np.exp(-(qx**2 + qy**2) / (2 * width**2))[..., None] * u
    psi = psi / np.linalg.norm(psi)
    r = 2 * np.pi * np.fft.fftfreq(n, d=q[1] - q[0])
    xpsi = np.fft.ifft(-r[:, None, None] * np.fft.fft(psi, axis=0), axis=0)
    ypsi = np.fft.ifft(-r[None, :, None] * np.fft.fft(psi, axis=1), axis=1)
    xpsi = xpsi - np.vdot(psi, xpsi).real * psi
    ypsi = ypsi - np.vdot(psi, ypsi).real * psi
    vx_psi = psi @ (A * tau * SX).T
    vy_psi = psi @ (A * SY).T
    rotation = (np.vdot(xpsi, vy_psi) - np.vdot(ypsi, vx_psi)).real
    return -0.5 * rotation / HB2_2ME


def curvature_from_plaquette(kx, ky, tau, band, h=1e-3):
    """Berry flux through a small square divided by its area, nm^2."""
    corners = [(-1, -1), (1, -1), (1, 1), (-1, 1)]
    us = [np.linalg.eigh(hamiltonian(kx + sx * h / 2, ky + sy * h / 2,
                                     tau))[1][:, band] for sx, sy in corners]
    loop = np.prod([np.vdot(us[i], us[(i + 1) % 4]) for i in range(4)])
    return -np.angle(loop) / h**2


def inverse_mass(tau, band, c=0.0, h=1e-3):
    """m_e/m from the band curvature at k = 0 (negative for valence)."""
    e = [np.linalg.eigvalsh(hamiltonian(k, 0.0, tau, c))[band]
         for k in (-h, 0.0, h)]
    return (e[0] - 2 * e[1] + e[2]) / h**2 / (2 * HB2_2ME)


def landau_edges(tau, b_field, n=40):
    """Top valence and lowest conduction Landau level, eV."""
    inv_l = np.sqrt(const.e * b_field / const.hbar) * 1e-9
    low = np.diag(np.sqrt(np.arange(1, n)), 1)
    kx = (low + low.T) * inv_l / np.sqrt(2)
    ky = 1j * (low - low.T) * inv_l / np.sqrt(2)
    h = (A * (tau * np.kron(SX, kx) + np.kron(SY, ky))
         + DELTA * np.kron(SZ, np.eye(n)))
    energies, vectors = np.linalg.eigh(h)
    # states piled up at the end of the finite basis are not physical
    mean_n = np.tile(np.arange(n), 2) @ abs(vectors)**2
    kept = energies[mean_n < n / 2]
    return kept[kept < 0].max(), kept[kept > 0].min()


def eps_formula(k):
    return np.sqrt(DELTA**2 + (A * k)**2)


def moment_formula(k, tau):
    return -tau * A**2 * DELTA / (2 * eps_formula(k)**2) / HB2_2ME


# Moment, wave packet and curvature against the closed formulas
points = [(0.0, 0.0), (0.3, 0.4), (-0.7, 0.2), (0.1, -1.1)]
for tau in (1, -1):
    for kx, ky in points:
        k = np.hypot(kx, ky)
        for band in (0, 1):
            expected = moment_formula(k, tau)
            derived = moment_from_derivatives(kx, ky, tau, band)
            assert abs(derived / expected - 1) < 1e-5
            # the packet has a finite width: relative error of order 1e-4
            packet = moment_from_packet(kx, ky, tau, band)
            assert abs(packet / expected - 1) < 1e-3
            sign = 1 if band == 1 else -1
            omega = -sign * tau * A**2 * DELTA / (2 * eps_formula(k)**3)
            loop = curvature_from_plaquette(kx, ky, tau, band)
            assert abs(loop / omega - 1) < 1e-4
            energy = np.linalg.eigvalsh(hamiltonian(kx, ky, tau))[band]
            assert abs(energy * loop / HB2_2ME / derived - 1) < 1e-4
            reverse = moment_from_derivatives(-kx, -ky, -tau, band)
            assert abs(reverse + derived) < 1e-5 * abs(derived)

# Edge moment against the numerically obtained masses
edge = {(t, b): moment_from_derivatives(0.0, 0.0, t, b)
        for t in (1, -1) for b in (0, 1)}
for (tau, band), value in edge.items():
    assert abs(value / (-tau * abs(inverse_mass(tau, band))) - 1) < 1e-5

# Scalar term: same moment, different masses, mean inverse mass survives
inv_c = inverse_mass(1, 1, C_SCALAR)
inv_h = -inverse_mass(1, 0, C_SCALAR)
for band in (0, 1):
    shifted = moment_from_derivatives(0.0, 0.0, 1, band, C_SCALAR)
    assert abs(shifted / edge[1, band] - 1) < 1e-5
    away = moment_from_derivatives(0.3, 0.4, 1, band, C_SCALAR)
    assert abs(away / moment_formula(0.5, 1) - 1) < 1e-5
    assert abs(abs(shifted) / (0.5 * (inv_c + inv_h)) - 1) < 1e-5
assert abs(inv_c / abs(edge[1, 1]) - 1) > 0.1

# Weak-field Landau levels give the moment without any Berry formula
b_weak = 0.1
for tau in (1, -1):
    levels = landau_edges(tau, b_weak)
    for band in (0, 1):
        sign = 1 if band == 1 else -1
        half_cyclotron = abs(inverse_mass(tau, band)) * MUB_EV * b_weak
        shift = levels[band] - sign * (DELTA + half_cyclotron)
        from_levels = -shift / (MUB_EV * b_weak)
        # second order in the field leaves a relative error near 2e-4
        assert abs(from_levels / edge[tau, band] - 1) < 1e-3

# Worked example
inv_m = inverse_mass(1, 1)
print(f"half gap Delta = {DELTA:.3f} eV")
print(f"hbar*v = {A:.3f} eV nm")
print(f"velocity v = {A * const.e * 1e-9 / const.hbar:.4e} m/s")
print(f"hbar^2/(2 m_e) = {HB2_2ME:.6f} eV nm^2")
print(f"electron mass m*/m_e = {1 / inv_m:.4f}")
print(f"hole mass m*/m_e = {-1 / inverse_mass(1, 0):.4f}")
print(f"e*hbar/(2 m*) = {inv_m:.4f} muB")
print(f"e*hbar/(2 m*) = {inv_m * MUB:.4e} J/T")
for tau in (1, -1):
    for band in (1, 0):
        print(f"edge moment, tau={tau:+d}, {NAMES[band]} = "
              f"{edge[tau, band]:+.4f} muB")
print(f"edge moment from wave packet, tau=+1, conduction = "
      f"{moment_from_packet(0.0, 0.0, 1, 1):+.4f} muB")
print(f"chosen k = (0.3, 0.4), |k| = {np.hypot(0.3, 0.4):.3f} 1/nm")
print(f"eps at this k = {np.linalg.eigvalsh(hamiltonian(0.3, 0.4, 1))[1]:.5f} eV")
for band in (1, 0):
    print(f"curvature at this k, tau=+1, {NAMES[band]} = "
          f"{curvature_from_plaquette(0.3, 0.4, 1, band):+.4f} nm^2")
    print(f"moment at this k, tau=+1, {NAMES[band]} = "
          f"{moment_from_derivatives(0.3, 0.4, 1, band):+.4f} muB")

print(f"field B = {B_FIELD:.1f} T")
print(f"hbar*omega_c = {2e3 * inv_m * MUB_EV * B_FIELD:.4f} meV")
print(f"|m|*B at the edge = {1e3 * abs(edge[1, 1]) * MUB_EV * B_FIELD:.4f} meV")
levels = {t: landau_edges(t, B_FIELD) for t in (1, -1)}
for tau in (1, -1):
    top, bottom = levels[tau]
    print(f"lowest conduction level minus Delta, tau={tau:+d} = "
          f"{1e3 * (bottom - DELTA) + 0.0:.4f} meV")
    print(f"top valence level plus Delta, tau={tau:+d} = "
          f"{1e3 * (top + DELTA) + 0.0:.4f} meV")
    print(f"gap between these levels, tau={tau:+d} = "
          f"{1e3 * (bottom - top):.4f} meV")
gaps = [levels[t][1] - levels[t][0] for t in (1, -1)]
assert abs(gaps[0] - gaps[1]) < 1e-10
split = levels[1][1] - levels[-1][1]
linear = (edge[-1, 1] - edge[1, 1]) * MUB_EV * B_FIELD
assert abs(split / linear - 1) < 0.02
print(f"conduction valley splitting, linear 2|m|B = {1e3 * linear:.4f} meV")
print(f"conduction valley splitting, diagonalized = {1e3 * split:.4f} meV")

print(f"scalar coefficient c = {C_SCALAR:.3f} eV nm^2")
print(f"with c: electron mass = {1 / inv_c:.4f} m_e")
print(f"with c: hole mass = {1 / inv_h:.4f} m_e")
print(f"with c: e*hbar/(2 m_c) = {inv_c:.4f} muB")
print(f"with c: e*hbar/(2 m_h) = {inv_h:.4f} muB")
for band in (1, 0):
    print(f"with c: edge moment, tau=+1, {NAMES[band]} = "
          f"{moment_from_derivatives(0.0, 0.0, 1, band, C_SCALAR):+.4f} muB")
print("success")
```

Printed output:

```
half gap Delta = 0.500 eV
hbar*v = 0.500 eV nm
velocity v = 7.5963e+05 m/s
hbar^2/(2 m_e) = 0.038100 eV nm^2
electron mass m*/m_e = 0.1524
hole mass m*/m_e = 0.1524
e*hbar/(2 m*) = 6.5617 muB
e*hbar/(2 m*) = 6.0853e-23 J/T
edge moment, tau=+1, conduction = -6.5617 muB
edge moment, tau=+1, valence = -6.5617 muB
edge moment, tau=-1, conduction = +6.5617 muB
edge moment, tau=-1, valence = +6.5617 muB
edge moment from wave packet, tau=+1, conduction = -6.5612 muB
chosen k = (0.3, 0.4), |k| = 0.500 1/nm
eps at this k = 0.55902 eV
curvature at this k, tau=+1, conduction = -0.3578 nm^2
moment at this k, tau=+1, conduction = -5.2494 muB
curvature at this k, tau=+1, valence = +0.3578 nm^2
moment at this k, tau=+1, valence = -5.2494 muB
field B = 10.0 T
hbar*omega_c = 7.5963 meV
|m|*B at the edge = 3.7982 meV
lowest conduction level minus Delta, tau=+1 = 7.5395 meV
top valence level plus Delta, tau=+1 = 0.0000 meV
gap between these levels, tau=+1 = 1007.5395 meV
lowest conduction level minus Delta, tau=-1 = 0.0000 meV
top valence level plus Delta, tau=-1 = -7.5395 meV
gap between these levels, tau=-1 = 1007.5395 meV
conduction valley splitting, linear 2|m|B = 7.5963 meV
conduction valley splitting, diagonalized = 7.5395 meV
scalar coefficient c = 0.100 eV nm^2
with c: electron mass = 0.1089 m_e
with c: hole mass = 0.2540 m_e
with c: e*hbar/(2 m_c) = 9.1864 muB
with c: e*hbar/(2 m_h) = 3.9370 muB
with c: edge moment, tau=+1, conduction = -6.5617 muB
with c: edge moment, tau=+1, valence = -6.5617 muB
success
```
